# Why the Permittivity Stays Finite at an Antiferroelectric Transition: test program

```python
"""Why the permittivity stays finite at an antiferroelectric transition.

Result under test: for two equivalent sublattices with polarizations pa, pb,
the uniform field E acts on P = pa + pb, while A = pa - pb is the order
parameter. In the two-sublattice model without biquadratic coupling
    1/(dP/dE) = g + 1/(dA/dF),
so a diverging staggered response dA/dF leaves dP/dE = 1/g finite.
F: fictitious staggered field; g: bilinear intersublattice coupling;
r, b, c: quadratic, quartic, sextic sublattice coefficients;
w: biquadratic coupling pa^2 pb^2; d: inequivalence of the sublattices;
alpha = (r-g)/2 = alpha0 (T-Ts): stiffness of A in the parent phase.
Responses are measured by minimizing the energy in small applied fields.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.linalg import eigh
from scipy.optimize import brentq

# Energy density in sublattice variables, with its derivatives
pa, pb, r, g, b, c, w, d, E, F = sp.symbols("pa pb r g b c w d E F")
energy_expr = ((r + d) * pa**2 / 2 + (r - d) * pb**2 / 2 + g * pa * pb
               + b * (pa**4 + pb**4) / 4 + c * (pa**6 + pb**6) / 6
               + w * pa**2 * pb**2 - E * (pa + pb) - F * (pa - pb))
arguments = (pa, pb, r, g, b, c, w, d, E, F)
slopes = [sp.diff(energy_expr, x) for x in (pa, pb)]
curvatures = [[sp.diff(s, x) for x in (pa, pb)] for s in slopes]
energy = sp.lambdify(arguments, energy_expr, "numpy")
gradient = sp.lambdify(arguments, slopes, "numpy")
hessian = sp.lambdify(arguments, curvatures, "numpy")

# Symmetry: the product P*A appears only for inequivalent sublattices
P, A = sp.symbols("P A")
in_modes = sp.Poly(sp.expand(energy_expr.subs({pa: (P + A) / 2,
                                               pb: (P - A) / 2})), P, A)
assert sp.simplify(in_modes.coeff_monomial(P * A) - d / 2) == 0

# Round model parameters
curie_constant = 1.0e5
Ts = 500.0
gap_kelvin = 100.0
alpha0 = 1 / (epsilon_0 * curie_constant)
g0 = alpha0 * gap_kelvin
b_cont = 1.0e10
b_first, c_first = -4.0e9, 1.2e11


def coefficients(T, b=b_cont, c=0.0, w=0.0, d=0.0):
    return (2 * alpha0 * (T - Ts) + g0, g0, b, c, w, d)


def relax(start, coef, E=0.0, F=0.0):
    """Newton solution of the equilibrium conditions."""
    p = np.array(start, dtype=float)
    for _ in range(40):
        p = p - np.linalg.solve(np.array(hessian(*p, *coef, E, F), float),
                                np.array(gradient(*p, *coef, E, F), float))
    assert np.all(np.linalg.eigvalsh(
        np.array(hessian(*p, *coef, E, F), float)) > 0)
    return p


axis = np.linspace(-0.3, 0.3, 161)
grid_a, grid_b = np.meshgrid(axis, axis, indexing="ij")


def ground_state(coef):
    """Global zero-field minimum, choosing the domain with A >= 0."""
    values = energy(grid_a, grid_b, *coef, 0.0, 0.0)
    values = np.where(grid_a >= grid_b, values, np.inf)
    k = np.unravel_index(np.argmin(values), values.shape)
    return relax((grid_a[k], grid_b[k]), coef)


def responses(p, coef, probe=0.1):
    """dP/dE and dA/dF by central differences in small fields (V/m)."""
    plus, minus = relax(p, coef, E=probe), relax(p, coef, E=-probe)
    uniform = (plus - minus).sum() / (2 * probe)
    plus, minus = relax(p, coef, F=probe), relax(p, coef, F=-probe)
    change = plus - minus
    return uniform, (change[0] - change[1]) / (2 * probe)


def close(x, y, tol=1e-4):
    return abs(x - y) <= tol * abs(y)


print(f"Curie constant C = {curie_constant:.3e} K")
print(f"stability limit Ts = {Ts:.1f} K")
print(f"alpha0 = {alpha0:.4e} J m C^-2 K^-1")
print(f"coupling g = {g0:.4e} J m C^-2; g/alpha0 = {gap_kelvin:.1f} K")
print(f"continuous case: b = {b_cont:.2e} J m^5 C^-4")
print(f"limit value 1+1/(eps0 g) = {1 + 1/(epsilon_0*g0):.1f}")

# Continuous transition
print("T (K) | A (C/m^2) | eps_r | staggered response/eps0")
for T in (480.0, 490.0, 499.0, 499.99, 500.01, 501.0, 510.0, 520.0):
    coef = coefficients(T)
    # Very near Ts the order is below the grid spacing: start from a seed
    p = relax((0.004, -0.004), coef) if T == 499.99 else ground_state(coef)
    order = p[0] - p[1]
    uni, stag = responses(p, coef)
    alpha = alpha0 * (T - Ts)
    order_sq = max(0.0, -8 * alpha / b_cont)
    assert abs(p.sum()) < 1e-12
    assert abs(order**2 - order_sq) < 1e-10
    assert close(1 / uni, g0 + alpha + 3 * b_cont / 8 * order_sq)
    assert close(1 / stag, alpha if alpha > 0 else -2 * alpha)
    assert close(1 / uni, g0 + 1 / stag)
    print(f"{T:.2f} | {order:.5f} | {1 + uni/epsilon_0:.1f} | "
          f"{stag/epsilon_0:.4e}")

# A uniform field changes the order parameter only in second order
coef = coefficients(490.0)
p0 = ground_state(coef)
A0 = p0[0] - p0[1]
shifts = []
print("Uniform field at 490 K: E (V/m) | P (C/m^2) | change of A (C/m^2)")
for field in (-1e6, 1e6, 2e6):
    p = relax(p0, coef, E=field)
    total, order = p.sum(), p[0] - p[1]
    assert close(order**2 + 3 * total**2, A0**2, 1e-9)
    shifts.append(order - A0)
    print(f"{field:.1e} | {total:.5e} | {shifts[-1]:.4e}")
assert close(shifts[0], shifts[1], 1e-8)
assert close(shifts[2] / shifts[1], 4.0, 0.05)  # higher even orders remain

# First-order transition: equal energies of the two phases
seed = (0.17, -0.17)


def ordered_energy(T):
    coef = coefficients(T, b_first, c_first)
    return energy(*relax(seed, coef), *coef, 0.0, 0.0)


Tc = brentq(ordered_energy, 501.0, 513.0, xtol=1e-10)
alpha_c = 3 * b_first**2 / (32 * c_first)
assert close(Tc - Ts, alpha_c / alpha0, 1e-7)
coef = coefficients(Tc, b_first, c_first)
p_low, p_high = relax(seed, coef), relax((0.0, 0.0), coef)
A_jump = p_low[0] - p_low[1]
assert close(A_jump**2, -3 * b_first / c_first, 1e-7)
u_low, s_low = responses(p_low, coef)
u_high, s_high = responses(p_high, coef)
assert close(1 / u_high, g0 + alpha_c) and close(1 / u_low, g0 + 4 * alpha_c)
assert close(1 / u_high, g0 + 1 / s_high) and close(1 / u_low, g0 + 1 / s_low)
below = ground_state(coefficients(Tc - 0.5, b_first, c_first))
above = ground_state(coefficients(Tc + 0.5, b_first, c_first))
assert below[0] - below[1] > 0.3 and abs(below.sum()) < 1e-12
assert np.max(np.abs(above)) < 1e-12
print(f"first-order case: b = {b_first:.2e} J m^5 C^-4, "
      f"c = {c_first:.2e} J m^9 C^-6")
print(f"alpha_c = {alpha_c:.4e} J m C^-2; Tc = {Tc:.2f} K")
print(f"jump of A = {A_jump:.4f} C/m^2")
print(f"eps_r at Tc: parent {1 + u_high/epsilon_0:.1f}, "
      f"ordered {1 + u_low/epsilon_0:.1f}")
print(f"staggered response/eps0 at Tc: parent {s_high/epsilon_0:.1f}, "
      f"ordered {s_low/epsilon_0:.1f}")

# Biquadratic coupling: finite value kept, maximum at Ts lost
w0 = 0.6 * b_cont
beta, eta = b_cont / 8 + w0 / 4, 3 * b_cont / 8 - w0 / 4
print(f"biquadratic case: w = {w0:.2e} J m^5 C^-4, eta/beta = {eta/beta:.4f}")
biquadratic = []
for T in (490.0, 500.01):
    coef = coefficients(T, w=w0)
    uni, stag = responses(ground_state(coef), coef)
    alpha = alpha0 * (T - Ts)
    assert close(1 / uni, g0 + alpha + eta * max(0.0, -alpha / beta))
    biquadratic.append(1 + uni / epsilon_0)
    print(f"biquadratic case, T = {T:.2f} K: eps_r = {biquadratic[-1]:.1f}")
assert biquadratic[0] > biquadratic[1]

# Inequivalent sublattices: the allowed P*A term makes eps_r diverge
mixing = 0.2 * g0
alpha_star = (-g0 + np.sqrt(g0**2 + 4 * mixing**2)) / 2
T_star = Ts + alpha_star / alpha0
print(f"inequivalent case: d/2 = {mixing:.4e} J m C^-2, "
      f"instability at {T_star:.3f} K")
diverging = []
for offset in (1.0, 0.1, 0.01):
    coef = coefficients(T_star + offset, d=2 * mixing)
    uni, _ = responses(ground_state(coef), coef)
    alpha = alpha_star + alpha0 * offset
    assert close(uni, alpha / (alpha * (alpha + g0) - mixing**2))
    equal = coefficients(Ts + offset)
    uni_equal, _ = responses(ground_state(equal), equal)
    diverging.append(uni)
    print(f"{offset:.2f} K above instability: eps_r inequivalent "
          f"{1 + uni/epsilon_0:.4e}, equivalent {1 + uni_equal/epsilon_0:.1f}")
assert diverging[1] > 8 * diverging[0] and diverging[2] > 8 * diverging[1]


# Fluctuations: antiferro Ising strips, infinitely long, periodic width L,
# at the bulk critical coupling of the square lattice
K = np.log(1 + np.sqrt(2)) / 2


def log_weight(L, h, staggered):
    """Log partition function per site from a two-row transfer matrix."""
    bits = (np.arange(2**L)[:, None] >> np.arange(L)) & 1
    spins = 2.0 * bits - 1
    pattern = (-1.0)**np.arange(L) if staggered else np.ones(L)
    second = -pattern if staggered else pattern
    inside = -K * np.sum(spins * np.roll(spins, 1, axis=1), axis=1)
    row1 = np.exp((inside + h * spins @ pattern) / 2)
    row2 = np.exp((inside + h * spins @ second) / 2)
    half = row1[:, None] * np.exp(-K * spins @ spins.T) * row2[None, :]
    n = 2**L
    top = eigh(half @ half.T, eigvals_only=True,
               subset_by_index=[n - 1, n - 1])[0]
    return np.log(top) / (2 * L)


widths = (4, 6, 8, 10)
uniform, staggered = [], []
print(f"Ising strips, J/(kB T) = {K:.5f}; responses in units mu^2/(kB T)")
for L in widths:
    zero = log_weight(L, 0.0, False)
    uniform.append(2 * (log_weight(L, 1e-2, False) - zero) / 1e-2**2)
    staggered.append(2 * (log_weight(L, 3e-4, True) - zero) / 3e-4**2)
    print(f"width {L}: uniform {uniform[-1]:.5f}, "
          f"staggered {staggered[-1]:.3f}")
exponent = np.log(staggered[-1] / staggered[-2]) / np.log(10 / 8)
assert abs(exponent - 7 / 4) < 0.05  # finite-width corrections remain
assert abs(uniform[-1] - uniform[-2]) < 0.05 * uniform[-1]
assert abs(uniform[-1] - uniform[-2]) < abs(uniform[1] - uniform[0])
print(f"growth exponent of staggered response, widths 8 to 10: {exponent:.3f}")

print("every check passed")
```

Running it gives:

```
Curie constant C = 1.000e+05 K
stability limit Ts = 500.0 K
alpha0 = 1.1294e+06 J m C^-2 K^-1
coupling g = 1.1294e+08 J m C^-2; g/alpha0 = 100.0 K
continuous case: b = 1.00e+10 J m^5 C^-4
limit value 1+1/(eps0 g) = 1001.0
T (K) | A (C/m^2) | eps_r | staggered response/eps0
480.00 | 0.13443 | 715.3 | 2.5000e+03
490.00 | 0.09505 | 834.3 | 5.0000e+03
499.00 | 0.03006 | 981.4 | 5.0000e+04
499.99 | 0.00301 | 1000.8 | 5.0000e+06
500.01 | 0.00000 | 1000.9 | 9.9999e+06
501.00 | 0.00000 | 991.1 | 1.0000e+05
510.00 | 0.00000 | 910.1 | 1.0000e+04
520.00 | 0.00000 | 834.3 | 5.0000e+03
Uniform field at 490 K: E (V/m) | P (C/m^2) | change of A (C/m^2)
-1.0e+06 | -7.40849e-03 | -8.7011e-04
1.0e+06 | 7.40849e-03 | -8.7011e-04
2.0e+06 | 1.50063e-02 | -3.6226e-03
first-order case: b = -4.00e+09 J m^5 C^-4, c = 1.20e+11 J m^9 C^-6
alpha_c = 1.2500e+07 J m C^-2; Tc = 511.07 K
jump of A = 0.3162 C/m^2
eps_r at Tc: parent 901.4, ordered 694.1
staggered response/eps0 at Tc: parent 9035.3, ordered 2258.8
biquadratic case: w = 6.00e+09 J m^5 C^-4, eta/beta = 0.8182
biquadratic case, T = 490.00 K: eps_r = 1019.5
biquadratic case, T = 500.01 K: eps_r = 1000.9
inequivalent case: d/2 = 2.2588e+07 J m C^-2, instability at 503.852 K
1.00 K above instability: eps_r inequivalent 4.4642e+03, equivalent 991.1
0.10 K above instability: eps_r inequivalent 3.6657e+04, equivalent 1000.0
0.01 K above instability: eps_r inequivalent 3.5851e+05, equivalent 1000.9
Ising strips, J/(kB T) = 0.44069; responses in units mu^2/(kB T)
width 4: uniform 0.15786, staggered 31.014
width 6: uniform 0.15870, staggered 64.366
width 8: uniform 0.15882, staggered 107.157
width 10: uniform 0.15885, staggered 158.724
growth exponent of staggered response, widths 8 to 10: 1.761
every check passed
```
